\section*{Inverse square-root field at a thin contact edge on a depleted semiconductor}

\section{Where a singularity could come from}

\textit{Q:} You say that the field at the edge of a metal contact is infinite. Depletion charge cannot exceed the donor charge. Integrate a bounded density once and you get a finite field. What is left to discuss?

\textit{A:} That argument is one-dimensional. At the edge the type of boundary condition changes, and the field must satisfy both types at once. Let me fix the model. An n-type semiconductor fills $y>0$, with $y$ the depth, and nothing varies along the straight edge. A metal of negligible thickness covers the surface $y=0$ for $x>0$. The surface $x<0$ is free, with zero normal field. I measure the potential $u$ from its value at the metal interface; deep in the bulk it is $U>0$, which means depletion. With ionized donors of density $N$, Boltzmann electrons with a flat quasi-Fermi level, and no holes,
\begin{equation}
\nabla^2u=-\frac{\rho}{\varepsilon},\qquad
\rho=qN\left[1-e^{(u-U)/V_T}\right],\qquad V_T=\frac{k_BT}{q}.
\label{poisson}
\end{equation}
The field is $\mathbf E=-\nabla u$.

\textit{Q:} This density is bounded only if $u$ is. If $u$ rose above $U$, the electron charge would grow exponentially.

\textit{A:} It cannot rise above $U$. Where $u>U$, we have $\rho<0$ and $\nabla^2u>0$, so $u$ has no interior maximum there. Where $u<0$, we have $\rho>0$ and $\nabla^2u<0$, so $u$ has no interior minimum there. Points of the free surface count as interior, because the zero normal derivative lets us continue $u$ evenly across it. On the metal $u=0$, in the bulk $u=U$, and far under the metal $u$ follows the planar profile, which lies between these values by the same argument. Hence
\begin{equation}
0\le u\le U,\qquad 0\le\rho\le qN .
\label{bounds}
\end{equation}

\textit{Q:} Then show me the charge producing a divergence.

\textit{A:} It does not produce one. For uniform charge $qN$, the function $u_p=-qNy^2/(2\varepsilon)$ satisfies Poisson's equation. It vanishes on the metal, and $\partial_yu_p=-qNy/\varepsilon$ vanishes on the free surface. The charge is thus fully accounted for by a field that goes to zero at the edge. What remains is harmonic. Take polar coordinates about the edge, with $\theta=0$ on the metal and $\theta=\pi$ on the free surface, and try $r^\lambda g(\theta)$. Laplace's equation gives $g''+\lambda^2g=0$. The metal requires $g(0)=0$, so $g=\sin\lambda\theta$. The free surface requires $g'(\pi)=0$, so
\begin{equation}
\cos\lambda\pi=0,\qquad \lambda=\tfrac12,\tfrac32,\tfrac52,\ldots
\end{equation}
Negative $\lambda$ would make $u$ unbounded, against (\ref{bounds}). The leading term is $K\sqrt r\sin(\theta/2)$. Its radial and angular derivatives are
\begin{equation}
\partial_ru=\frac{K}{2\sqrt r}\sin\frac\theta2,\qquad
\frac1r\partial_\theta u=\frac{K}{2\sqrt r}\cos\frac\theta2,
\end{equation}
and the sum of their squares is $K^2/(4r)$. So $|\mathbf E|=|K|/(2\sqrt r)$ in every direction: normal to the metal at $\theta=0$, tangential to the free surface at $\theta=\pi$.

\section{Nonuniform charge}

\textit{Q:} You assumed uniform charge. The true $\rho$ depends on $u$. Could it disturb the leading term?

\textit{A:} No bounded density can. Open the half-plane into a quadrant by $x+iy=(\xi+i\eta)^2=w^2$. Then $\xi=\sqrt r\cos(\theta/2)$ and $\eta=\sqrt r\sin(\theta/2)$; the metal becomes $\eta=0$ and the free surface $\xi=0$. Lengths are stretched by $|d(w^2)/dw|=2|w|$, so
\begin{equation}
\nabla_w^2u=4|w|^2\nabla^2u=-F,\qquad F=\frac{4|w|^2\rho}{\varepsilon}.
\end{equation}
Since $\partial_\xi u=0$ on $\xi=0$, continue $u$ and $F$ evenly in $\xi$. The edge is now an ordinary point on the straight boundary $\eta=0$ of a half-plane.

Continue $F$ oddly in $\eta$ to a full disc $D$ about $w=0$, with $|F|\le M$, and define
\begin{equation}
p(w)=-\frac1{2\pi}\int_DF(w')\ln|w-w'|\,d^2w' .
\end{equation}
Then $\nabla_w^2p=-F$, and $p=0$ on $\eta=0$ because $F$ is odd. The gradient of $p$ has a kernel of size $1/(2\pi|w-w'|)$. Charges inside a small disc of radius $\delta$ contribute at most $M\delta$ to it, and the others contribute continuously. Letting $\delta\to0$ shows that $\nabla_wp$ is continuous.

The difference $h=u-p$ is harmonic, bounded, and zero on $\eta=0$ away from the edge point. Its odd continuation is harmonic in the disc without $w=0$. There it is a sum of angular modes times $|w|^{\pm n}$, a constant and $\ln|w|$. Boundedness removes the logarithm and the negative powers, so $h$ is smooth at $w=0$ too.

Therefore $\nabla_wu$ has a limit at the edge. Its $\xi$ component is zero, since $u=0$ along $\eta=0$. Call the other component $K$:
\begin{equation}
u=K\eta+o(|w|)=K\sqrt r\sin\frac\theta2+o(\sqrt r),\qquad
\sqrt r\,|\mathbf E|=\frac{|\nabla_wu|}{2}\to\frac{|K|}{2}.
\label{law}
\end{equation}
The last step uses $|\nabla u|=|\nabla_wu|/(2|w|)$ and $|w|=\sqrt r$.

\section{Can the amplitude vanish?}

\textit{Q:} That proves a divergence only if $K\ne0$.

\textit{A:} It does, and at flat band, $U=0$, the solution is $u=0$ and nothing diverges. For depletion we need a formula for $K$. Project on the leading angular function:
\begin{equation}
a(s)=\frac2\pi\int_0^\pi u(s,\theta)\sin\frac\theta2\,d\theta,\qquad
f(s)=\frac2\pi\int_0^\pi\frac{\rho}{\varepsilon}\sin\frac\theta2\,d\theta .
\end{equation}
Two integrations by parts give
\begin{equation}
\int_0^\pi\partial_\theta^2u\,\sin\frac\theta2\,d\theta
=\left[\partial_\theta u\sin\frac\theta2-\frac u2\cos\frac\theta2\right]_0^\pi
-\frac14\int_0^\pi u\sin\frac\theta2\,d\theta .
\end{equation}
The bracket vanishes: at $\theta=0$ because the sine and $u$ are zero, at $\theta=\pi$ because $\partial_\theta u$ and the cosine are zero. Poisson's equation times $s$ becomes
\begin{equation}
(sa')'-\frac{a}{4s}=-sf .
\end{equation}
Now choose $g(s)=s^{-1/2}-s^{1/2}/R$. It obeys $(sg')'-g/(4s)=0$ and $g(R)=0$. Multiply the equation for $a$ by $g$, that for $g$ by $a$, and subtract:
\begin{equation}
\frac{d}{ds}\left[s(ga'-ag')\right]=-sgf .
\label{green}
\end{equation}
At $s=R$, $g'(R)=-R^{-3/2}$, so the bracket is $R^{-1/2}a(R)$. At small $s$, (\ref{law}) gives $a\to K\sqrt s$ and $a'\to K/(2\sqrt s)$, since $\int_0^\pi\sin^2(\theta/2)\,d\theta=\pi/2$. There $g'\to-\frac12s^{-3/2}$, and the bracket tends to $K/2+K/2=K$. Integrating (\ref{green}) from $0$ to $R$ gives
\begin{equation}
K=\frac{a(R)}{\sqrt R}+\int_0^R\left(s^{1/2}-\frac{s^{3/2}}R\right)f(s)\,ds .
\label{amplitude}
\end{equation}
Every weight is positive inside the half-disc, and $u,\rho\ge0$. Both terms could vanish only if $\rho=0$ throughout, meaning $u=U$ there, which contradicts $u=0$ on the metal. So $K>0$.

\textit{Q:} And for accumulation, $U<0$?

\textit{A:} The maximum argument then gives $U\le u\le0$ and $\rho\le0$, with $|\rho|\le qN(e^{|U|/V_T}-1)$. This is still bounded, (\ref{amplitude}) gives $K<0$, and the field diverges with the opposite direction. Boltzmann statistics may fail in strong accumulation, so I keep to depletion for numbers.

\textit{Q:} But charge appears in (\ref{amplitude}). Is it the cause after all?

\textit{A:} Charge helps to set the amplitude, while the boundary change sets the exponent. The split in (\ref{amplitude}) also depends on the chosen $R$. To give numbers, let $W=\sqrt{2\varepsilon U/(qN)}$, measure lengths in $W$, and put $v=u/U$, $\tau=V_T/U$. Since $qNW^2/(\varepsilon U)=2$,
\begin{equation}
\nabla^2v=-2\left[1-e^{(v-1)/\tau}\right],\qquad K=\frac{k(\tau)\,U}{\sqrt W}.
\label{scaled}
\end{equation}
For $\tau=0.0101$, a solution in the $w$-plane gives $k=1.83$, and a separate one in the physical plane, with no singular function built in, also gives $1.83$. Evaluated on the latter, (\ref{amplitude}) gives $1.717+0.112=1.829$ for $R=0.3W$ and $1.242+0.588=1.830$ for $R=W$. If all charge within $0.1W$ of the edge is deleted, with $U$, $W$ and $\tau$ held fixed, $k$ falls by only 2.7\%. Doubling $\tau$ changes it to $1.817$.

\section{Numbers for a silicon contact}

\textit{Q:} Give me a case in which I can judge the size.

\textit{A:} Take rough values for metal on n-type silicon: $N=10^{17}\,\mathrm{cm^{-3}}$, relative permittivity $\kappa=11.7$, barrier $0.70$~eV, reverse bias $2.0$~V and $300$~K. With $2.82\times10^{19}\,\mathrm{cm^{-3}}$ band states, the bulk Fermi level lies $0.02585\ln(282)=0.146$~eV below the band edge. Thus
\begin{equation}
U=0.70-0.146+2.0=2.554\ \mathrm V,\qquad W=181.7\ \mathrm{nm}.
\end{equation}
The amplitude and the edge law are
\begin{equation}
K=\frac{1.8295\times2.554}{\sqrt{181.7}}=0.347\ \mathrm{V\,nm^{-1/2}},\qquad
|\mathbf E|\simeq\frac{1.73\ \mathrm{MV/cm}}{\sqrt{r/\mathrm{nm}}}.
\end{equation}

For comparison we need the field far under the metal. There (\ref{scaled}) depends on depth alone. Multiply by $v'$ and integrate from the surface to the bulk, where $v'=0$:
\begin{equation}
\frac{v'(0)^2}{2}=2\int_0^1\left[1-e^{(v-1)/\tau}\right]dv
=2\left[1-\tau(1-e^{-1/\tau})\right].
\end{equation}
Hence $E_{\rm pl}=(2U/W)\sqrt{1-\tau}$, with $e^{-1/\tau}$ negligible. This is $0.281\times0.995=0.280$~MV/cm. The edge law reaches this value at $r=38$~nm.

\textit{Q:} So I may use the law out to 38~nm?

\textit{A:} No, that radius is only a scale. The computed fields, in MV/cm, are:
\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & free surface & metal & edge law\\
1 & 1.721 & 1.745 & 1.733\\
3 & 0.978 & 1.023 & 1.001\\
10 & 0.505 & 0.590 & 0.548\\
30 & 0.240 & 0.388 & 0.316
\end{tabular}
\end{center}
The last digit depends on the mesh: refining it moves the computed entries at 1 and 3~nm by up to $0.002$~MV/cm. At 10~nm the law is 9\% above the free-surface field and 7\% below the field on the metal.

\textit{Q:} Why do the errors have opposite signs?

\textit{A:} Near the edge the electrons are exponentially few and the charge is nearly uniform, so the next term is $Cr^{3/2}\sin(3\theta/2)$. On the metal we need $r^{-1}\partial_\theta u$ at $\theta=0$, on the free surface $\partial_ru$ at $\theta=\pi$, where $\sin(3\pi/2)=-1$:
\begin{equation}
E_{\rm metal}=\frac K{2\sqrt r}+\frac{3C}{2}\sqrt r,\qquad
E_{\rm free}=\frac K{2\sqrt r}-\frac{3C}{2}\sqrt r .
\end{equation}
The uniform-charge solution $u_p$ adds no field on either surface. The mean of the two fields should therefore follow the law more closely, and at 30~nm it is $0.314$ against $0.316$. Fitted between $0.0006W$ and $0.006W$, the logarithmic slopes of the computed fields are $-0.505$ on the free surface and $-0.495$ on the metal, both close to $-1/2$.

\section{What the infinity does, and what limits it}

\textit{Q:} An infinite field should carry infinite energy.

\textit{A:} Not with this exponent. The potential changes by at most $K\sqrt r$ within $r$. The leading field energy per unit edge length inside radius $R$ is
\begin{equation}
\frac\varepsilon2\int_0^\pi d\theta\int_0^R\frac{K^2}{4r}\,r\,dr=\frac{\pi\varepsilon K^2R}{8},
\end{equation}
and the metal charge within $s$ of the edge is $-\varepsilon K\sqrt s$ per unit length. All three vanish with the radius.

\textit{Q:} Zero normal field is an idealization. Outside there is vacuum, not a wall.

\textit{A:} For a sheet of zero thickness the exponent survives. Use $A\sin\lambda\theta$ in the semiconductor and $B\sin\lambda(2\pi-\theta)$ in the vacuum. At $\theta=\pi$, continuity of potential and of normal displacement require
\begin{equation}
A\sin\lambda\pi=B\sin\lambda\pi,\qquad \kappa A\cos\lambda\pi=-B\cos\lambda\pi .
\end{equation}
Either $\sin\lambda\pi=0$, so that $\lambda\ge1$, or $A=B$ and $\cos\lambda\pi=0$. The smallest exponent is again $1/2$. The amplitude does change: with vacuum included in a finite computational box, and $U$ and $N$ fixed, $K$ falls by about 4\%.

\textit{Q:} Real films have thickness.

\textit{A:} Closer to the edge than the thickness of a square-edged film, the vacuum fills only $\pi<\theta<3\pi/2$. Replace the vacuum function by $B\sin\lambda(3\pi/2-\theta)$. Dividing the displacement condition by the potential condition gives
\begin{equation}
\kappa\cot\lambda\pi=-\cot\frac{\lambda\pi}2 .
\end{equation}
With $t=\tan(\lambda\pi/2)$ and $\cot\lambda\pi=(1-t^2)/(2t)$, this becomes $\kappa(t^2-1)=2$, so
\begin{equation}
\tan\frac{\lambda\pi}{2}=\sqrt{1+\frac2\kappa}.
\end{equation}
For $\kappa=11.7$, $\lambda=0.525$ and the field varies as $r^{-0.475}$. The limit $\kappa\to\infty$ restores $1/2$.

\textit{Q:} Does the diode break down at its edge, then?

\textit{A:} The peak field alone does not decide that. Take $0.6$~MV/cm as a rough breakdown scale for silicon. The law exceeds it for $r<8.3$~nm, but the potential drop over that distance is $0.347\sqrt{8.34}=1.0$~V. In the computed field this zone reaches 7.4~nm along the free surface and at most 9.6~nm in any direction, and the largest potential inside it is $0.92$~V. Impact ionization needs at least the gap energy, roughly $1.1$~eV, so a carrier starting at rest cannot quite ionize within this zone alone. The margin is thin and shrinks with bias, since $K\propto U^{3/4}N^{1/4}$ at fixed $k$.

Tunnelling is the more serious omission. For an electron at the metal Fermi level moving out along the free surface, the barrier is $\Phi-K\sqrt s$, with $\Phi=0.70$~V. It ends at $s=(\Phi/K)^2=4.1$~nm. With $z=\Phi-K\sqrt s$, so that $ds=-2(\Phi-z)\,dz/K^2$,
\begin{equation}
\int_0^{(\Phi/K)^2}\sqrt{\Phi-K\sqrt s}\,ds=\frac2{K^2}\int_0^\Phi(\Phi-z)\sqrt z\,dz
=\frac{8\,\Phi^{5/2}}{15K^2}=1.82\ \mathrm{nm\,V^{1/2}}.
\end{equation}
The computed potential gives $1.85$ for the same integral. Multiplied by $2\sqrt{2mq}/\hbar$, the computed value yields a WKB exponent of $9.7$ for a mass of $0.26m_0$, against $77.5$ far under the metal. For masses of $0.19$ and $0.98m_0$ the edge exponents are $8.3$ and $18.8$. The thermionic exponent $\Phi/V_T$ is $27.1$. In this estimate the exponential factor favours tunnelling in a strip of the metal about 7.5~nm wide for $0.19m_0$, 5~nm for $0.26m_0$ and only about 1~nm for $0.98m_0$, taking the path of least action from each point of the metal. These figures count only electrons at the Fermi level; for the heaviest mass, electrons thermally raised by about $0.2$~eV do better, with a combined exponent of $15.8$ at the edge. They also use a band-edge mass $0.7$~eV into a gap of $1.1$~eV, and a simple two-band dispersion would lower the exponents by roughly 15\%. A total current would also need prefactors and areas.

\textit{Q:} How far should I trust this for a real contact?

\textit{A:} The amplitude depends on the doping, though weakly: a tenfold reduction at fixed $U$ and $k$ divides $K$ by $10^{1/4}=1.8$. Surface charge breaks the free-surface condition: $10^{11}$ charges per $\mathrm{cm^2}$ give a normal field of $0.0155$~MV/cm, 6\% of the planar field. Locally this adds a potential proportional to $y$, which leaves the exponent alone. The amplitude $K$ moves by about 4\%, up for positive charge and down for negative, and ten times more charge would compete with the planar field. Image-force lowering is $0.06$~eV in the planar field, with its barrier top 1~nm from the metal, not small beside a 4~nm tunnelling path. The mean donor spacing, 22~nm, exceeds that path as well, so smooth charge is an average there; I have not computed the scatter. Degeneracy is slight, with $0.004$ donors per band state. At 400~K, with the barrier and $k$ fixed, $K$ falls by 2\%.

Geometry matters most for a silicide that has grown into the silicon. If its side wall meets the free surface at a right angle, $g'(\pi/2)=0$ gives $\lambda=1$ and no divergence there. This relies on zero normal field. If the metal is flush with the surface and vacuum lies above both, matching as before gives $\tan(\lambda\pi/2)=\sqrt{1+2\kappa}$, so $\lambda=0.873$ and a weak divergence, $r^{-0.127}$, remains. At the square lower corner of the silicide the semiconductor spans $3\pi/2$ between metal faces, so $g(3\pi/2)=0$ gives $\lambda=2/3$ and a field varying as $r^{-1/3}$. The inverse square root belongs to the planar contact, at distances above the film thickness and the rounding of the edge, and well below $W$. The field and tunnelling figures at a few nanometres therefore assume a film thinner than that. For a thick square-edged film with vacuum outside, the edge exponent for $0.26m_0$ rises from $9.7$ to about $12$, still well below the thermionic $27.1$.

\section*{Numbers as computed}
\begin{verbatim}
donor density 1.0e+17 cm^-3; relative permittivity 11.7
barrier 0.70 eV; reverse bias 2.0 V; T 300 K
density-of-states mass 1.08 m0; band states 2.82e+19 cm^-3
total band bending U = 2.554 V; thermal voltage 0.02585 V; tau 0.01012
depletion width W = 181.7 nm
planar field: formula 0.2797, grid 0.2798 MV/cm
scaled potential range on grid: 0.000 to 1.000
log slope of field, free surface: -0.5054
log slope of field, metal: -0.4947
k, physical plane: 1.8261
k, conformal plane: 1.8295 (coarser grid 1.8297)
k from identity, R=0.3 W: arc 1.7174 + charge 0.1116 = 1.8290
k from identity, R=1.0 W: arc 1.2421 + charge 0.5879 = 1.8300
k at doubled tau: 1.8169
k ratio with charge removed for r < 0.1 W: 0.9735
edge amplitude K = 0.3466 V/nm^(1/2)
r (nm): field on free surface, on metal, leading law (MV/cm)
    1: 1.721, 1.745, 1.733
    3: 0.978, 1.023, 1.001
   10: 0.505, 0.590, 0.548
   30: 0.240, 0.388, 0.316
  100: 0.027, 0.297, 0.173
radius where leading law equals planar field: 38.4 nm
k ratio with vacuum above (finite box): 0.9591
potential exponent inside film thickness: 0.5251
  the same from angular eigenproblem: 0.5251
normal field of 1e11 cm^-2 surface charges: 0.0155 MV/cm
rough breakdown field 0.6 MV/cm exceeded for r < 8.34 nm
  potential drop across that radius: 1.001 V
tunnelling path at edge, leading law: 4.08 nm
action integral at edge: grid 1.852, law 1.820 nm V^(1/2)
WKB exponent, mass 0.19 m0: edge 8.3, planar 66.3
WKB exponent, mass 0.26 m0: edge 9.7, planar 77.5
WKB exponent, mass 0.98 m0: edge 18.8, planar 150.5
thermionic exponent barrier/kT: 27.1
planar image-force lowering 0.0587 eV at 1.05 nm
donors per band state (degeneracy): 0.00355
mean donor spacing: 21.5 nm
band bending at 400 K: 2.491 V; K ratio at fixed k: 0.9813
\end{verbatim}
